\section*{Should a projected orbital gradient be orthogonalized again after preconditioning?}

\section*{Question}

I compute bands one at a time by preconditioned conjugate gradients in a plane-wave basis. For the third band I hold the two lower bands fixed, form the gradient of the energy, project out the lower bands and the current orbital, and multiply by a diagonal preconditioner. Before the line search I remove the component along the current orbital, so that the search formula applies.

The energy goes down at every step, yet it settles below the third eigenvalue that direct diagonalization gives for the same matrix. The gradient was orthogonal to the lower bands when I projected it. Do I have to project again after preconditioning? If so, can I drop the first projection, or simply orthogonalize the orbital after each step?

\section*{Answer}

Yes, project again, and keep the first projection as well. The preconditioner generally does not preserve orthogonality to the lower bands, and the line search then profits from the components it puts back. Cleaning the orbital after the step restores the constraint, but the step length has by then been chosen on the wrong energy curve.

\subsection*{The gradient and the leak}

I use Hartree atomic units. Let $H$ be the finite Hamiltonian matrix and $\phi_j$, $j<m$, its exact, orthonormal lower eigenvectors, with $H\phi_j=\varepsilon_j\phi_j$ and $\varepsilon_j<\varepsilon_m$. The current orbital $\psi$ is normalized and orthogonal to them, and $E=\langle\psi|H|\psi\rangle$. Define
\begin{equation}
P=1-|\psi\rangle\langle\psi|-\sum_{j<m}|\phi_j\rangle\langle\phi_j| ,\qquad \zeta=-PH\psi .
\end{equation}

To see that $\zeta$ is the constrained downhill direction, move to $\psi+t\delta$ with real $t$. To first order, the numerator of the energy quotient is $E+2t\,\mathrm{Re}\langle\delta|H\psi\rangle$ and the denominator is $1+2t\,\mathrm{Re}\langle\delta|\psi\rangle$. Hence
\begin{equation}
\left.\frac{dE}{dt}\right|_{0}=2\,\mathrm{Re}\langle\delta|(H-E)\psi\rangle .
\label{slope}
\end{equation}
Because the lower bands are exact, $\langle\phi_j|H\psi\rangle=\varepsilon_j\langle\phi_j|\psi\rangle=0$. The projection therefore removes only $E\psi$ from $H\psi$, so $\zeta=-(H-E)\psi$.

Now apply a positive Hermitian preconditioner $K$. The component put back along band $j$ is $c_j=\langle\phi_j|K\zeta\rangle$. With $Q=1-P$ and $Q\zeta=0$,
\begin{equation}
QK\zeta=QK\zeta-KQ\zeta=[Q,K]\zeta .
\end{equation}
The leak is thus governed by the commutator of the projector with the preconditioner. Three components suffice to see it. Take
\[
\phi=\tfrac{1}{\sqrt2}(1,1,0),\quad \zeta=(1,-1,0),\quad K=\mathrm{diag}(1,\tfrac12,\tfrac14).
\]
Then $\langle\phi|\zeta\rangle=0$, but $K\zeta=(1,-\tfrac12,0)$ and $\langle\phi|K\zeta\rangle=\tfrac12/\sqrt2=0.354$. Subtracting $0.354\,\phi=(\tfrac14,\tfrac14,0)$ gives $(\tfrac34,-\tfrac34,0)$, which is orthogonal to $\phi$ again.

There are exceptions. $K=1$ does not leak. Nor does $K=f(H)$ with exact lower bands, since $\langle\phi_j|f(H)\zeta\rangle=f(\varepsilon_j)\langle\phi_j|\zeta\rangle=0$. Symmetry can also forbid the coupling between particular bands. A preconditioner diagonal in kinetic energy has none of these protections in general.

\subsection*{Why the energy gives no warning}

Insert $\delta=K\zeta$ into (\ref{slope}), using $(H-E)\psi=-\zeta$. Then insert $\delta=PK\zeta$, using $P\zeta=\zeta$:
\begin{align}
2\,\mathrm{Re}\langle K\zeta|(H-E)\psi\rangle&=-2\langle\zeta|K\zeta\rangle,\\
2\,\mathrm{Re}\langle PK\zeta|(H-E)\psi\rangle&=-2\,\mathrm{Re}\langle K\zeta|P\zeta\rangle=-2\langle\zeta|K\zeta\rangle .
\end{align}
Both directions go downhill with the same initial slope. The difference appears at second order in the step.

Let $d$ be $K\zeta$ with its $\psi$ component removed. This leaves the $c_j$ unchanged, because $\psi\perp\phi_j$. Write
\begin{equation}
d=d_P+\sum_{j<m}c_j\phi_j ,
\end{equation}
where $d_P=PK\zeta$ is orthogonal to $\psi$ and to the lower bands. Let $E_P(t)$ be the energy of $\chi=\psi+td_P$, whose squared norm is $D_P=1+t^2\langle d_P|d_P\rangle$, so that $\langle\chi|H|\chi\rangle=E_PD_P$. The unrepaired state is $\chi+t\sum_jc_j\phi_j$. Its cross terms vanish, because $\langle\phi_j|H\chi\rangle=\varepsilon_j\langle\phi_j|\chi\rangle=0$. Therefore
\begin{equation}
E_{\rm raw}(t)=\frac{E_PD_P+t^2\sum_j|c_j|^2\varepsilon_j}{D_P+t^2\sum_j|c_j|^2}.
\end{equation}
Subtract $E_P$ over the common denominator. The terms $E_PD_P$ cancel, and the denominator equals $1+t^2\langle d|d\rangle$:
\begin{equation}
E_{\rm raw}(t)-E_P(t)=-\,\frac{t^2\sum_{j<m}|c_j|^2\,[E_P(t)-\varepsilon_j]}{1+t^2\langle d|d\rangle}.
\label{gain}
\end{equation}
A state orthogonal to all lower bands has $E_P\ge\varepsilon_m>\varepsilon_j$. Any nonzero leak therefore lowers the energy at every $t\neq0$. The line search sees a better energy, but part of the gain comes from leaving the constraint.

\subsection*{Why later steps do not repair it}

The $c_j$ are linear in $\zeta$, so the absolute leak shrinks as the gradient shrinks. Its share of the direction, $(\sum_j|c_j|^2)^{1/2}/\|K\zeta\|$, does not change when $\zeta$ is merely scaled down, so convergence alone gives no reason for it to vanish.

Suppose $\psi$ has already acquired components $a_j=\langle\phi_j|\psi\rangle$. Then $P$ is no longer a projector, and the order of the projections matters: the literal $-PH\psi$ keeps components $Ea_j$ along the lower bands. If the lower bands are projected out of the residual, so that $\zeta$ now denotes $-(1-\sum_j|\phi_j\rangle\langle\phi_j|)(H-E)\psi$, then
\begin{equation}
(H-E)\psi=-\zeta+\sum_{j<m}(\varepsilon_j-E)a_j\phi_j .
\end{equation}
The projection hides the last sum, which is the part of the residual that reports the contamination. By (\ref{slope}), the slope along $K\zeta$ becomes
\begin{equation}
-2\langle\zeta|K\zeta\rangle+2\sum_{j<m}(\varepsilon_j-E)\,\mathrm{Re}(c_j^*a_j).
\label{stall}
\end{equation}
The two terms can cancel while $\zeta\neq0$, so a search along $K\zeta$ can stall at a state that is not an eigenstate. Moreover, once $E<\varepsilon_m$, a line search that never raises the energy cannot return to $\varepsilon_m$.

\subsection*{Can the first projection be dropped?}

No. At the solution $\psi=\phi_m$ we have $H\phi_m=\varepsilon_m\phi_m$ and $P\phi_m=0$, so
\begin{equation}
PKPH\phi_m=0,\qquad PKH\phi_m=\varepsilon_mPK\phi_m ,
\end{equation}
and the second vector is generally nonzero. Without the first projection the search direction thus does not vanish at the solution. An exact line search would still not move from there: by (\ref{slope}) the slope is zero, and every state it can reach is orthogonal to the lower bands and so has an energy of at least $\varepsilon_m$. The harm appears on the way to the solution. With $H\psi=E\psi-\zeta$ the direction is $-PKH\psi=PK\zeta-E\,PK\psi$, and (\ref{slope}) with $P\zeta=\zeta$ gives the slope $-2\langle\zeta|K\zeta\rangle+2E\,\mathrm{Re}\langle\zeta|K\psi\rangle$. The second term depends on the zero of energy and is linear in $\zeta$, while the first is quadratic. The slope can therefore vanish while $\zeta\neq0$, and the search can stall. The first projection makes the direction vanish at the solution and point downhill wherever $\zeta\neq0$; the second keeps the step inside the constraint.

With exact lower bands, subtracting $E\psi$ from $H\psi$ already performs the first projection. With approximate ones, $\langle\phi_j|H\psi\rangle$ need not vanish and the lower bands must be projected out explicitly. Equation (\ref{gain}) then acquires cross terms, but the commutator argument for the leak still holds.

\subsection*{Can the orbital be cleaned instead?}

For normalized $\hat d\perp\psi$, let $E_d=\langle\hat d|H|\hat d\rangle$ and $B=\mathrm{Re}\langle\hat d|H|\psi\rangle$. The state $\psi\cos\theta+\hat d\sin\theta$ has energy $E\cos^2\theta+E_d\sin^2\theta+2B\sin\theta\cos\theta$, that is,
\begin{equation}
E(\theta)=\frac{E+E_d}{2}+\frac{E-E_d}{2}\cos2\theta+B\sin2\theta ,
\end{equation}
with minimum
\begin{equation}
E_{\min}=\frac{E+E_d}{2}-\sqrt{\left(\frac{E-E_d}{2}\right)^2+B^2}.
\end{equation}
A leak changes $\hat d$, hence $E_d$, $B$ and the chosen angle. Removing the lower bands afterwards leaves a real combination of $\psi$ and $d_P$. The search along the repaired direction minimizes over just those combinations, so from the same $\psi$ and $d$ the cleaned state cannot have a lower energy than the repaired step.

\subsection*{A calculation}

Take one electron in a periodic cell of length $L=10$ bohr, with $b=2\pi/L$ and
\[
V(x)=-\cos(bx)-0.5\sin(2bx)\ \text{hartree},
\]
at the zone centre with 41 plane waves. This potential has no inversion centre, so parity does not forbid the leak into either lower band; with an inversion centre it would protect an orbital of definite parity only from the lower bands of the opposite parity. Diagonalization gives the lowest levels $-0.8384$, $-0.0674$ and $0.3245$ hartree; the third is the target, and errors below are differences from it in hartree. The preconditioner is the Teter--Payne--Allan function
\[
K(x)=\frac{27+18x+12x^2+8x^3}{27+18x+12x^2+8x^3+16x^4},
\]
where $x$ is here the plane wave's kinetic energy divided by that of the starting orbital, $0.3978$ hartree. That orbital has random complex coefficients, damped by $1/(1+n^2)$ for the plane wave $e^{inbx}$, and is then orthogonalized to the two lower bands and normalized. All numbers below, including the final errors and step counts, belong to this one start.

At the start, $|c_0|=0.0341$ and $|c_1|=0.0691$ hartree. Together they make $\sqrt{0.0341^2+0.0691^2}=0.077$ hartree, which is 27\% of the norm of $K\zeta$. The slopes with and without repair are both $-0.3021$ hartree$^2$. For a normalized $d$ and $t=0.5$, the spurious lowering is $0.0126$ hartree, both from (\ref{gain}) and from the energies directly.

The first line search, from $0.9679$ hartree, gives:
\begin{itemize}
\item $0.3504$ hartree without repair, with a lower-band weight of 4.6\%;
\item $0.3775$ hartree with the repaired direction;
\item $0.3781$ hartree if the unrepaired result is cleaned afterwards.
\end{itemize}
The lowest of these energies belongs to the step that broke the constraint.

In the full runs $\zeta$ is formed by projecting the lower bands out of the residual $(H-E)\psi$; the final numbers of the unrepaired run belong to this order of projections as well as to this start. The unrepaired method falls below the target at step 2 and settles at $0.2671$ hartree, an error of $-0.057$ hartree. Its lower-band weight is 12.9\% and its true residual $\|(H-E)\psi\|$ is $0.21$ hartree, so it has not reached any eigenstate. The cancellation in (\ref{stall}) is a plausible reason for the stall, but I did not test it for this run.

With repair, the error is below $10^{-6}$ hartree at step 8. The smallest leak fraction before a repair is about 11\%, and it is 16\% at the end, when the residual is $5\times10^{-10}$ hartree. From this start, cleaning only the orbital also converges and needs 11 steps for the same accuracy. One start does not show how the two step counts compare in general, nor that cleaning always converges.

As a control, $K=1$ without a second projection stays free of lower bands to rounding and approaches the right level, though it needs 45 steps. In this example, then, omitting the second projection is harmless until a preconditioner that leaks is used. The numerical check below contains these runs.

\subsection*{What to change in your code}

\begin{enumerate}
\item Form $\zeta=-PH\psi$.
\item Precondition and project again: $\eta=PK\zeta$.
\item Set $d=\eta+\gamma d_{\rm old}$, with $\gamma=\langle\zeta|\eta\rangle/\langle\zeta_{\rm old}|\eta_{\rm old}\rangle$.
\item Remove the $\psi$ component from $d$, because $d_{\rm old}$ was orthogonal to the previous orbital and not to the new one. Store this unnormalized $d$ as the next $d_{\rm old}$, and do the line search along the normalized copy $\hat d=d/\|d\|$.
\end{enumerate}
With fixed lower bands, $d_{\rm old}$ stays orthogonal to them. If they have been updated in the meantime, project $d$ against the new ones too. For monitoring, print $\langle\phi_j|\psi\rangle$ and the unprojected residual $\|(H-E)\psi\|$: a steadily falling energy does not show that the constraint is being kept.

\section*{Numbers as computed}
\begin{verbatim}
cell length 10.0 bohr, plane waves 41
potential amplitudes 1.00 and 0.50 hartree
lowest four levels (hartree): -0.838382 -0.067426 0.324507 0.783413
start: energy 0.967857, kinetic 0.397807 hartree
K at largest kinetic energy 78.957 hartree: 0.00253
3-vector: overlap before K 0.0000, after 0.3536
3-vector: K zeta = [ 1.  -0.5  0. ]  repaired = [ 0.75 -0.75  0.  ]
norm of zeta 1.292900 hartree
lower-band part of zeta 2.3e-17 hartree
lower-band parts of K zeta (hartree): 0.034051 0.069104
leak as fraction of norm of K zeta 0.2687
leak for K = 1/(H - shift), shift -1.8384 hartree: 8.4e-17
slope (hartree^2): raw -0.302126, repaired -0.302126, formula -0.302126
t=0.2: spurious lowering -0.003237, formula -0.003237 hartree
t=0.5: spurious lowering -0.012582, formula -0.012582 hartree
t=1.0: spurious lowering -0.026016, formula -0.026016 hartree
one step, energy (hartree): raw 0.350405, repaired 0.377479
one step, raw then state cleaned: 0.378089 hartree
direction at solution (hartree): last projection only 0.082514, both 1.5e-16
step: energy repaired | energy unrepaired (hartree) | lower weight
  0: 0.967857 | 0.967857 | 0.000000
  1: 0.377479 | 0.350405 | 0.046440
  2: 0.340580 | 0.294813 | 0.109737
  3: 0.327096 | 0.275486 | 0.131452
  4: 0.325116 | 0.273270 | 0.129133
  5: 0.324676 | 0.269146 | 0.126108
  7: 0.324514 | 0.267170 | 0.128832
 10: 0.324507 | 0.267150 | 0.128923
 15: 0.324507 | 0.267150 | 0.128915
 20: 0.324507 | 0.267150 | 0.128913
unrepaired run first below target level at step 2
repaired direction: steps 27, final energy 0.32450656 hartree
   error 1.67e-16, true residual 5.1e-10 hartree, lower weight 1.32e-31
unrepaired: steps 60, final energy 0.26714992 hartree
   error -5.74e-02, true residual 2.1e-01 hartree, lower weight 1.29e-01
state cleaned only: steps 50, final energy 0.32450656 hartree
   error 2.78e-16, true residual 6.0e-10 hartree, lower weight 3.82e-33
control K=1: steps 60, final energy 0.32450657 hartree
   error 8.02e-09, true residual 1.4e-04 hartree, lower weight 3.37e-31
repaired: first step with error below 1e-6 hartree: 8
state cleaned: first step with error below 1e-6 hartree: 11
control: first step with error below 1e-6 hartree: 45
largest energy rise in one step, state cleaned: 5.55e-17 hartree
leak fraction in repaired run before repair: first 0.2687, smallest 0.1097, last 0.1580
\end{verbatim}
